# The Hubbard-I Gap of the Half-Filled Hubbard Model

## Problem

Electrons on a lattice are described by the one-band Hubbard model,

$$
H=\sum_{ij\sigma}t_{ij}\,c^\dagger_{i\sigma}c_{j\sigma}
+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_{i\sigma}n_{i\sigma},
\qquad U>0 .
$$

The hopping is real and symmetric, with $t_{ii}=0$. Its Fourier transform is the band energy $e_k$. The band is bounded, its values are distributed symmetrically about zero, and its edges are $-D$ and $D$. The state is paramagnetic, with no magnetic, charge or pairing order. There is one electron per site, so $\langle n_{i\sigma}\rangle=1/2$, and the chemical potential is $\mu=U/2$.

(a) Write the equations of motion for the one-particle Green's function and close them by the Hubbard-I decoupling.

(b) Find the resulting bands and their spectral weights.

(c) For which values of $U$ is there a gap, and how large is it?

(d) What does the answer to (c) say about the model itself?

For numbers, take a square lattice with nearest-neighbour hopping $t_{ij}=-t$. Then $e_k=-2t(\cos k_x+\cos k_y)$, with the lattice spacing as unit of length, and $D=4t$. The parameters are $t=0.25$ eV, hence $D=1$ eV, and $U=2.4$ eV.

## First estimate by scaling

The problem contains two energies, $D$ and $U$, so for a given lattice the gap has the form $D\,f(U/D)$; the function $f$ may differ from one lattice to another. The limit of isolated atoms suggests the function $f$.

Adding an electron to an empty site costs $-\mu=-U/2$. Adding one to a site that holds an electron of opposite spin costs $U-\mu=U/2$. An isolated site therefore has two levels, a distance $U$ apart.

Hopping broadens each level into a band. An electron that moves through empty sites finds the opposite spin absent from a given site with probability $1/2$. If the spins on neighbouring sites are uncorrelated, its effective hopping is then about half the bare one, and the lower level becomes a band $-U/2+e_k/2$. The same reasoning gives $U/2+e_k/2$ for the upper level. The lower band ends at $-U/2+D/2$ and the upper one starts at $U/2-D/2$, so

$$
\Delta_{\rm est}=U-D .
$$

The estimate predicts a gap for $U>D$ and none below. For the chosen parameters it gives $2.4-1.0=1.4$ eV.

## Solution

### The equations of motion

Let $\langle\langle A;B\rangle\rangle$ be the Fourier transform of the retarded function $-i\theta(\tau)\langle\{A(\tau),B\}\rangle$, with $\hbar=1$. Differentiating with respect to the time $\tau$ gives a delta function from the step and a commutator from $i\,dA/d\tau=[A,H]$. After Fourier transformation,

$$
\omega\langle\langle A;B\rangle\rangle=\langle\{A,B\}\rangle+\langle\langle[A,H];B\rangle\rangle .
$$

Here $\omega$ has a small positive imaginary part. Because $H$ contains $-\mu N$, energies are measured from $\mu$.

Take $A=c_{i\sigma}$ and $B=c^\dagger_{j\sigma}$, and write $\bar\sigma$ for the spin opposite to $\sigma$. From $[c_a,c_b^\dagger c_d]=\delta_{ab}c_d$ it follows that

$$
[c_{i\sigma},H]=\sum_l t_{il}c_{l\sigma}+U n_{i\bar\sigma}c_{i\sigma}-\mu c_{i\sigma}.
$$

With $G_{ij}=\langle\langle c_{i\sigma};c^\dagger_{j\sigma}\rangle\rangle$ and $\Gamma_{ij}=\langle\langle n_{i\bar\sigma}c_{i\sigma};c^\dagger_{j\sigma}\rangle\rangle$, the first equation is

$$
(\omega+\mu)G_{ij}=\delta_{ij}+\sum_l t_{il}G_{lj}+U\Gamma_{ij}. \tag{1}
$$

It is exact, but it contains the new function $\Gamma$. The equation for $\Gamma$ needs

$$
[n_{i\bar\sigma}c_{i\sigma},H]=n_{i\bar\sigma}[c_{i\sigma},H]+[n_{i\bar\sigma},H]c_{i\sigma}.
$$

In the first term, $n_{i\bar\sigma}^2=n_{i\bar\sigma}$ turns the interaction part into $Un_{i\bar\sigma}c_{i\sigma}$. In the second, $n_{i\bar\sigma}$ commutes with everything in $H$ except the hopping, which gives

$$
[n_{i\bar\sigma},H]=\sum_l t_{il}\left(c^\dagger_{i\bar\sigma}c_{l\bar\sigma}-c^\dagger_{l\bar\sigma}c_{i\bar\sigma}\right).
$$

Together,

$$
[n_{i\bar\sigma}c_{i\sigma},H]=(U-\mu)n_{i\bar\sigma}c_{i\sigma}
+\sum_l t_{il}\left(n_{i\bar\sigma}c_{l\sigma}
+c^\dagger_{i\bar\sigma}c_{l\bar\sigma}c_{i\sigma}
-c^\dagger_{l\bar\sigma}c_{i\bar\sigma}c_{i\sigma}\right). \tag{2}
$$

### The decoupling

Equation (2) is still exact. The approximation replaces a pair of operators in each three-operator product by its average:

- In $n_{i\bar\sigma}c_{l\sigma}$ the density is averaged, which leaves $\tfrac12c_{l\sigma}$.
- The last two products become $\langle c^\dagger_{i\bar\sigma}c_{l\bar\sigma}\rangle c_{i\sigma}$ and $-\langle c^\dagger_{l\bar\sigma}c_{i\bar\sigma}\rangle c_{i\sigma}$. The two averages are complex conjugates of each other. They are real, because $H$ is real and the state carries no spontaneous currents, so the two terms cancel.
- The other pairings would flip a spin or create or remove a pair. Their averages vanish in the assumed state.

The physical content is that an electron hopping between sites sees the average occupation by the opposite spin. The repulsion within a site is kept without approximation.

The inhomogeneous term is $\langle\{n_{i\bar\sigma}c_{i\sigma},c^\dagger_{j\sigma}\}\rangle=\delta_{ij}\langle n_{i\bar\sigma}\rangle=\delta_{ij}/2$. The closed second equation is therefore

$$
(\omega+\mu-U)\Gamma_{ij}=\frac12\Big(\delta_{ij}+\sum_l t_{il}G_{lj}\Big).
$$

Set $\mu=U/2$ and transform to wave vectors. The pair of equations becomes

$$
\Big(\omega+\frac U2\Big)G_k=1+e_kG_k+U\Gamma_k,\qquad
\Big(\omega-\frac U2\Big)\Gamma_k=\frac12(1+e_kG_k). \tag{3}
$$

### Bands and weights

Insert $\Gamma_k$ from the second equation into the first:

$$
\Big(\omega+\frac U2\Big)G_k=(1+e_kG_k)\left[1+\frac{U/2}{\omega-U/2}\right]
=(1+e_kG_k)\frac{\omega}{\omega-U/2}.
$$

Multiply by $\omega-U/2$ and collect the terms with $G_k$:

$$
G_k(\omega)=\frac{\omega}{\omega^2-e_k\omega-U^2/4}
=\frac{1}{\omega-e_k-U^2/(4\omega)} . \tag{4}
$$

The second form shows the self-energy $\Sigma=U^2/(4\omega)$. The constant mean-field part $U/2$ has been cancelled by $\mu$.

The bands are the zeros of the quadratic denominator. With $R_k=\sqrt{e_k^2+U^2}$,

$$
E_\pm(k)=\frac{e_k\pm R_k}{2}. \tag{5}
$$

The weights are the residues of $G_k=\omega/[(\omega-E_+)(\omega-E_-)]$. Since $E_+-E_-=R_k$,

$$
A_+=\frac{E_+}{R_k}=\frac12\left(1+\frac{e_k}{R_k}\right),\qquad
A_-=\frac{E_-}{-R_k}=\frac12\left(1-\frac{e_k}{R_k}\right). \tag{6}
$$

Both are positive, because $|e_k|<R_k$, and they add up to one.

The filling must agree with the value $1/2$ put in. Because $R_k>|e_k|$, $E_-$ is negative and $E_+$ positive. At zero temperature the occupation of state $k$ is then $A_-(k)$. Its average over the band is $1/2$, since $e_k/R_k$ is odd in $e_k$ and the band is symmetric. The choice $\mu=U/2$ is consistent.

### The gap

Differentiating (5) with respect to $e$ gives

$$
\frac{dE_\pm}{de}=\frac12\left(1\pm\frac{e}{\sqrt{e^2+U^2}}\right)=A_\pm>0 .
$$

Both energies rise with $e$. The top of the lower band thus lies at $e=D$ and the bottom of the upper band at $e=-D$:

$$
\Delta=E_+(-D)-E_-(D)
=\frac{-D+\sqrt{D^2+U^2}}2-\frac{D-\sqrt{D^2+U^2}}2
=\sqrt{D^2+U^2}-D . \tag{7}
$$

The square root exceeds $D$ for every $U>0$, so within Hubbard-I a gap opens at any positive $U$. It is indirect, since its two edges belong to different wave vectors. At fixed $k$ the separation of the bands is $R_k$, which is at least $U$.

The bound on the band is needed. Multiplying and dividing (7) by $\sqrt{D^2+U^2}+D$ gives

$$
\Delta=\frac{U^2}{\sqrt{D^2+U^2}+D}, \tag{8}
$$

which tends to zero when $D\to\infty$ at fixed $U$. A band with tails reaching to arbitrarily high energies would have no gap in this approximation.

### Numbers

For $D=1$ eV and $U=2.4$ eV the square root at the band edges is $\sqrt{1+5.76}=2.6$ eV. At the top of the bare band, $e=1$ eV,

$$
E_-=\frac{1-2.6}{2}=-0.8\ \text{eV},\qquad E_+=\frac{1+2.6}{2}=1.8\ \text{eV},
$$

with weights $A_-=\tfrac12(1-1/2.6)=0.308$ and $A_+=0.692$. At the bottom, $e=-1$ eV, the energies are $-1.8$ and $0.8$ eV and the weights are interchanged. The gap runs from $-0.8$ to $0.8$ eV, so $\Delta=1.6$ eV. The smallest separation at fixed $k$ is $2.4$ eV, at $e_k=0$.

The numerical check solves the decoupled equations in real space on an $8\times8$ periodic lattice and finds the same bands, weights and gap.

## Comparison of estimate and solution

The estimate gave $1.4$ eV, which is 12.5% below the solution of the decoupled equations. The table shows how the two compare at other values of $U$, with $D=1$ eV and all energies in eV.

| $U$ | $U-D$ | $\Delta$ | $U^2/(2D)$ |
|---:|---:|---:|---:|
| 0.1 | −0.90 | 0.0050 | 0.0050 |
| 0.5 | −0.50 | 0.118 | 0.125 |
| 1.0 | 0.00 | 0.414 | 0.500 |
| 2.4 | 1.40 | 1.600 | 2.880 |
| 8.0 | 7.00 | 7.062 | 32.000 |

The estimate agrees with the decoupled solution at large $U$, where expanding the root in (7) gives $\Delta\approx U-D+D^2/(2U)$. It departs from that solution qualitatively for $U\le D$, where it predicts no gap. The small-$U$ form, from (8), is $\Delta\approx U^2/(2D)$.

To see what the estimate left out, split $G_k$ into a part for sites without the opposite spin, $P=G_k-\Gamma_k$, and a part for sites with it, $Q=\Gamma_k$. The second equation of (3) is already an equation for $Q$. Substituting $G_k=P+Q$ into the first gives

$$
\Big(\omega+\frac U2\Big)P+\Big(\omega-\frac U2\Big)Q=1+e_k(P+Q).
$$

Subtracting the equation for $Q$ leaves the one for $P$, so that

$$
\Big(\omega+\frac U2-\frac{e_k}2\Big)P-\frac{e_k}2Q=\frac12,\qquad
\Big(\omega-\frac U2-\frac{e_k}2\Big)Q-\frac{e_k}2P=\frac12 .
$$

Without the coupling $e_k/2$ between $P$ and $Q$, the poles are $\mp U/2+e_k/2$, the bands of the estimate. With it, the determinant condition is

$$
\Big(\omega-\frac{e_k}2\Big)^2-\frac{U^2}4-\frac{e_k^2}4=0,
$$

which reproduces (5). The coupling describes hopping between sites of the two kinds. It pushes the two levels at each $k$ apart, from $U$ to $\sqrt{e_k^2+U^2}$, and this repulsion keeps the gap open when $U\le D$.

## What the gap says about the model

For small $U$ each state at the gap edges carries little weight. The weight at the top of the lower band is

$$
A_-(D)=\frac12\left(1-\frac{1}{\sqrt{1+U^2/D^2}}\right)\approx\frac{U^2}{4D^2},
$$

which is $0.0025$ at $U=0.1$ eV. Most of the weight stays close to the bare band. The density of states per unit energy at the gap edge is nevertheless not small. Because $dE_\pm/de=A_\pm$, the band is flattened by the same factor that reduces the weight, and the density of states at $E_\pm(e)$ equals the bare one at $e$. At the gap edges it is the bare band-edge value, for any $U$. The gap itself comes from the pole of $\Sigma=U^2/(4\omega)$ at $\omega=0$: a band state requires $\omega-U^2/(4\omega)=e_k$, and near $\omega=0$ the left side is larger in magnitude than any $e_k$ in a bounded band. The question is whether that pole belongs there.

Two sites with hopping $-t$ allow an exact answer. The orbital energies are $e=-t$ (bonding) and $e=t$ (antibonding), and again $\mu=U/2$. The energies needed, including $-\mu N$, are these:

- One electron: $-U/2\mp t$.
- Three electrons: one site is doubly occupied and the hole moves, which gives $U-3U/2\mp t=-U/2\mp t$.
- Two electrons: the singlet with one electron per site has energy $0$ before $-\mu N$ is added, and the symmetric doubly occupied state has $U$. Hopping couples them with matrix element $-2t$. The lower eigenvalue, with $-2\mu=-U$ added, is $-U/2-s$, where $s=\sqrt{4t^2+U^2/4}$. This is the ground state.

Adding and removing an electron at lowest cost gives the exact gap

$$
\Delta_{\rm exact}=2\Big(-\frac U2-t\Big)-2\Big(-\frac U2-s\Big)=2s-2t=\sqrt{16t^2+U^2}-2t .
$$

Now take the bonding orbital. The ground state mixes configurations with both electrons in the bonding orbital and both in the antibonding one. Removing a bonding electron leaves one bonding electron, at energy $-U/2-t$, so there is a pole at $(-U/2-s)-(-U/2-t)=t-s$. A bonding electron can be added only to the antibonding pair. The final state has orbital energy $2t-t=t$ and total energy $-U/2+t$, which puts a pole at $t+s$. The weights add up to one, so

$$
G_b=\frac{\omega-x}{(\omega-t)^2-s^2}=\frac1\omega+\frac{2t-x}{\omega^2}+\dots
$$

The coefficient of $\omega^{-2}$ is the average $\langle\{[c_b,H],c_b^\dagger\}\rangle=-t+U/2-\mu=-t$. Hence $x=3t$. Using $(\omega-t)^2-4t^2=(\omega-3t)(\omega+t)$,

$$
\frac1{G_b}=\omega+t-\frac{U^2}{4(\omega-3t)} .
$$

The exact self-energy has the same strength $U^2/4$ as in Hubbard-I, but its pole lies at $3t$, not at zero. For the antibonding orbital, particle-hole symmetry puts it at $-3t$. The decoupling has placed the pole where it belongs in an isolated atom.

For $t=1$ eV the consequences are large at weak coupling. At $U=0.1$ eV the exact gap is $2.001$ eV, essentially the level spacing $2t$, while Hubbard-I gives $0.005$ eV, because it inserts faint false levels, of weight $0.0025$, near zero energy. Its strong poles lie $t+\sqrt{t^2+U^2}=2.005$ eV apart, close to the exact gap. At $U=2.4$ eV the values are $2.66$ and $1.60$ eV.

The dimer is a finite system and does not decide whether an extended lattice is metallic at small $U$. It does show that the pole responsible for the Hubbard-I gap can be an artefact of the decoupling. Equation (7) is therefore a property of the approximation, and at small $U/D$ it is no evidence that the half-filled Hubbard model is an insulator. This does not make the model a metal. The exactly solved chain (Lieb and Wu) has no long-range order and a gap at every $U>0$, but that gap is exponentially small at weak coupling: $0.0025$ eV at $D=1$ eV and $U=0.5$ eV, against $0.118$ eV from (7). The square lattice with nearest-neighbour hopping has a nested Fermi surface and tends to antiferromagnetic order, which the paramagnetic state assumed here excludes. The approximation is best founded for $U\gg D$, where the atomic levels are a sound starting point, but even there only the leading term $U$ of the gap can be relied on. For the dimer, where $D=t$, the exact gap tends to $U-2t$ at large $U$, while (7) tends to $U-t$. At $t=1$ eV and $U=20$ eV the values are $18.40$ and $19.02$ eV. The dispersion fares no better. The exact removal poles, $t-s$ for $e=-t$ and $-t-s$ for $e=t$, tend to $-U/2-e$, whereas (5) gives $-U/2+e/2$; the singlet correlation of the two spins, which the decoupling ignores, reverses the sign. The approximation also leaves out magnetic order and the damping of the electron states.

## Values computed for the example and the checks

```
Square lattice: 8 x 8 sites, t = 0.25 eV, D = 1.00 eV
On-site repulsion U = 2.40 eV, mu = 1.20 eV
Largest commutator error (model units): 4.4e-16
Largest band error: 1.2e-14 eV
Largest Green function error: 7.8e-15 1/eV
Bands relative to mu, and weights (dimensionless):
  e = -1.00 eV: E- = -1.8000 eV, E+ = +0.8000 eV, A- = 0.6923, A+ = 0.3077
  e = +0.00 eV: E- = -1.2000 eV, E+ = +1.2000 eV, A- = 0.5000, A+ = 0.5000
  e = +1.00 eV: E- = -0.8000 eV, E+ = +1.8000 eV, A- = 0.3077, A+ = 0.6923
Filling per spin from integration: 0.500000
Occupation at band bottom, from integration: 0.6923
Occupation at band top, from integration: 0.3077
Gap at U = 2.40 eV: 1.6000 eV
Smallest direct separation: 2.4000 eV
Gap from lattice, small-U and large-U forms, gap-edge weight:
  U = 0.10 eV: gap = 0.004988 eV, U^2/(2D) = 0.005000 eV, U-D = -0.90 eV, weight = 0.002481
  U = 0.50 eV: gap = 0.118034 eV, U^2/(2D) = 0.125000 eV, U-D = -0.50 eV, weight = 0.052786
  U = 1.00 eV: gap = 0.414214 eV, U^2/(2D) = 0.500000 eV, U-D = +0.00 eV, weight = 0.146447
  U = 2.40 eV: gap = 1.600000 eV, U^2/(2D) = 2.880000 eV, U-D = +1.40 eV, weight = 0.307692
  U = 8.00 eV: gap = 7.062258 eV, U^2/(2D) = 32.000000 eV, U-D = +7.00 eV, weight = 0.437983
Dimer with t = 1.00 eV, exact and Hubbard-I gaps:
  U = 0.10 eV: exact = 2.0012 eV, Hubbard-I = 0.0050 eV
  U = 2.40 eV: exact = 2.6648 eV, Hubbard-I = 1.6000 eV
Dimer bonding-orbital moments at U = 2.40 eV:
  order 0: exact = +1.0000, Hubbard-I = +1.0000 (dimensionless)
  order 1: exact = -1.0000, Hubbard-I = -1.0000 eV^1
  order 2: exact = +2.4400, Hubbard-I = +2.4400 eV^2
  order 3: exact = +0.4400, Hubbard-I = -3.8800 eV^3
Dimer bonding self-energy pole: exact = 3.00 eV, Hubbard-I = 0.00 eV
```
